# Why X-Ray Photovoltage Shifts Band Bending but Hardly the Valence Offset: verification in Python

```python
# Result under test: x-rays reduce the band bending under an oxide by
#   V = v W[(n_b/N) exp(psi_dark/v)],  v = kT/q, W = Lambert function,
# and move semiconductor and oxide core levels together, so that their
# difference (the valence offset) changes only by a small sampling residue.
# N: acceptor density; n_b, p_b: carrier densities at the space-charge edge;
# psi: interface potential relative to the bulk; sheet densities are in
# elementary charges per cm2. Working units: cm, V, s, C.
# All material parameters are round model values.
import numpy as np
from scipy import constants as C
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw, ai_zeros

q = C.e
eps0 = C.epsilon_0 / 100
nm = 1e-7
T = 300.0
v = C.k * T / q
eps_sc, eps_ox = 11.7 * eps0, 20.0 * eps0
t_ox, lam_sc, lam_ox = 3 * nm, 3 * nm, 2 * nm
N, Nc, Nv, gap = 1e17, 3e19, 2e19, 1.12
psi_dark_input, outer = 0.60, 2e12
core_sc, core_ox, true_offset = 99.0, 14.0, 3.0
flux, photon_eV, pair_eV, absorb = 1e11, 1486.6, 3.6, 8e-4
D_n, D_p, tau, S = 20.0, 10.0, 1e-5, 1e3
ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * v))
n0 = ni**2 / N
fermi_bulk = v * np.log(Nv / N)

# ---- grid of the full stack: oxide (z<0) and semiconductor (z>0)
s = np.linspace(0, 1, 2001)[1:]
z = np.concatenate([np.linspace(-t_ox, 0, 61),
                    400 * nm * np.expm1(4 * s) / np.expm1(4)])
i0 = 60
h = np.diff(z)
link = np.where(np.arange(len(h)) < i0, eps_ox, eps_sc) / h
vol = np.zeros(len(z))
vol[i0:-1] += h[i0:] / 2
vol[i0 + 1:] += h[i0:] / 2
vol_ox = np.zeros(len(z))
vol_ox[:i0] += h[:i0] / 2
vol_ox[1:i0 + 1] += h[:i0] / 2
w_sc = vol * np.exp(-z / lam_sc)
w_ox = vol_ox * np.exp(-(z + t_ox) / lam_ox)
w_sc /= w_sc.sum()
w_ox /= w_ox.sum()


def solve_stack(p_b, n_b, outer_sheet, interface_sheet):
    """Potential from Poisson's equation by damped Newton iteration."""
    sheet = np.zeros(len(z))
    sheet[0], sheet[i0] = q * outer_sheet, q * interface_sheet
    u = np.zeros(len(z))
    for _ in range(500):
        holes, electrons = p_b * np.exp(-u), n_b * np.exp(u)
        flow = link * v * np.diff(u)
        res = sheet + vol * q * (holes - electrons - (p_b - n_b))
        res[:-1] += flow
        res[1:] -= flow
        diag = -vol * q * (holes + electrons)
        diag[:-1] -= link * v
        diag[1:] -= link * v
        band = np.zeros((3, len(z) - 1))
        band[0, 1:] = band[2, :-1] = link[:-1] * v
        band[1] = diag[:-1]
        step = -solve_banded((1, 1), band, res[:-1])
        size = np.max(np.abs(step))
        u[:-1] += step * min(1.0, 1.0 / max(size, 1e-30))
        if size < 1e-8:
            return v * u
    raise RuntimeError("Poisson iteration did not converge")


def line_peak(levels, weights, width=0.4):
    """Maximum of a sum of Gaussian lines from all depths."""
    def slope(e):
        return np.sum(weights * (levels - e)
                      * np.exp(-(levels - e)**2 / (2 * width**2)))
    mid = np.sum(weights * levels)
    return brentq(slope, mid - 0.1, mid + 0.1, xtol=1e-11)


def observe(phi):
    """Mean core levels, mean offset, offset from line peaks (eV)."""
    lev_sc = core_sc + fermi_bulk + phi
    lev_ox = core_ox + true_offset + fermi_bulk + phi
    b_sc, b_ox = np.sum(w_sc * lev_sc), np.sum(w_ox * lev_ox)
    peak = (line_peak(lev_ox, w_ox) - core_ox
            - line_peak(lev_sc, w_sc) + core_sc)
    return b_sc, b_ox, (b_ox - core_ox) - (b_sc - core_sc), peak


# ---- independent road: first integral of Poisson's equation
def field(psi, p_b, n_b, vt=v):
    u = psi / vt
    f = p_b * (np.exp(-u) + u - 1) + n_b * (np.exp(u) - u - 1)
    return np.sqrt(2 * q * vt / eps_sc * max(f, 0.0))


def surface_potential(total_sheet, p_b, n_b, vt=v):
    target = q * total_sheet / eps_sc
    return brentq(lambda x: field(x, p_b, n_b, vt) - target, 1e-6, 1.1)


def sampled_drop(psi, p_b, n_b):
    """Integral of field times exp(-z/lambda) in the semiconductor."""
    def rhs(x, y):
        f = field(y[0], p_b, n_b) * nm
        return [-f, f * np.exp(-x * nm / lam_sc)]
    sol = solve_ivp(rhs, (0, 60), [psi, 0.0], rtol=1e-9, atol=1e-12)
    return sol.y[1, -1]


height = t_ox - (lam_ox - t_ox / np.expm1(t_ox / lam_ox))


def predicted_offset(total_sheet, outer_sheet, p_b, n_b):
    psi = surface_potential(total_sheet, p_b, n_b)
    return (true_offset + q * outer_sheet * height / eps_ox
            + sampled_drop(psi, p_b, n_b))


# ---- excess density: closed form against a numerical diffusion solution
L = np.sqrt(D_n * tau)


def excess(photon_flux):
    pairs = photon_flux * photon_eV / pair_eV
    return pairs / (S + D_n / L) * L / (L + absorb)


x = 12 * L * np.expm1(6 * np.linspace(0, 1, 3001)) / np.expm1(6)
edges = np.concatenate([[0], (x[1:] + x[:-1]) / 2, [x[-1]]])
source = -np.diff(np.exp(-edges / absorb)) * flux * photon_eV / pair_eV
cond = D_n / np.diff(x)
diag = np.diff(edges) / tau
diag[:-1] += cond
diag[1:] += cond
diag[0] += S
band = np.zeros((3, len(x)))
band[0, 1:] = band[2, :-1] = -cond
band[1] = diag
excess_numeric = solve_banded((1, 1), band, source)[0]
dn = excess(flux)
assert abs(excess_numeric / dn - 1) < 2e-3

# ---- dark and illuminated stack with the same fixed charge
total = eps_sc * field(psi_dark_input, N + n0, n0) / q
inter = total - outer
dark = solve_stack(N + n0, n0, outer, inter)
n_b = n0 + dn
p_b = N + n_b
light = solve_stack(p_b, n_b, outer, inter)
psi_d, psi_l = dark[i0], light[i0]
spv = psi_d - psi_l
od, ol = observe(dark), observe(light)
assert abs(psi_d - psi_dark_input) < 3e-4
assert abs(psi_l - surface_potential(total, p_b, n_b)) < 3e-4


def lambert_spv(n_edge):
    return v * lambertw(n_edge / N * np.exp(psi_dark_input / v)).real


assert abs(spv - lambert_spv(n_b)) < 5e-4
W = lambert_spv(n_b) / v
up = solve_stack(N + 1.1 * n_b, 1.1 * n_b, outer, inter)[i0]
down = solve_stack(N + n_b / 1.1, n_b / 1.1, outer, inter)[i0]
slope_numeric = (down - up) / (2 * np.log(1.1))
assert abs(slope_numeric / (v * W / (1 + W)) - 1) < 0.01

pred_d = predicted_offset(total, outer, N + n0, n0)
pred_l = predicted_offset(total, outer, p_b, n_b)
assert abs(od[2] - pred_d) < 2e-4 and abs(ol[2] - pred_l) < 2e-4
assert abs((ol[2] - od[2]) - (pred_l - pred_d)) < 1e-4
# A line peak differs from the mean level by the skewness of the depth
# distribution, at most a few meV for these fields and line widths.
assert abs(od[3] - od[2]) < 3e-3 and abs(ol[3] - ol[2]) < 3e-3
F_s = q * total / eps_sc
assert abs(ol[2] - od[2]) < F_s * lam_sc
assert abs(ol[2] - od[2]) < 0.1 * spv
electron_sheet = np.sum(vol * n_b * np.exp(light / v))
dark_electrons = np.sum(vol * n0 * np.exp(dark / v))

print("INPUTS (round model values)")
print(f"temperature {T:.0f} K, kT/q {1e3*v:.3f} mV, gap {gap:.2f} eV")
print(f"acceptors {N:.1e}, Nc {Nc:.1e}, Nv {Nv:.1e} cm^-3")
print(f"relative permittivity: semiconductor {eps_sc/eps0:.1f}, "
      f"oxide {eps_ox/eps0:.1f}")
print(f"oxide {t_ox/nm:.1f} nm; escape lengths: semiconductor "
      f"{lam_sc/nm:.1f} nm, oxide {lam_ox/nm:.1f} nm")
print(f"core level below own valence edge: semiconductor {core_sc:.1f} eV, "
      f"oxide {core_ox:.1f} eV; true offset {true_offset:.2f} eV")
print(f"x-ray flux {flux:.1e} cm^-2 s^-1, photon {photon_eV:.1f} eV, "
      f"pair energy {pair_eV:.1f} eV, absorption length {absorb*1e4:.1f} um")
print(f"D_n {D_n:.0f}, D_p {D_p:.0f} cm2/s; lifetime {tau*1e6:.0f} us; "
      f"surface recombination {S:.0f} cm/s")
print("CARRIERS AND CHARGE")
print(f"intrinsic density {ni:.3e}, dark minority density {n0:.3e} cm^-3")
print(f"pair rate {flux*photon_eV/pair_eV:.3e} cm^-2 s^-1, "
      f"diffusion length {L*1e4:.1f} um")
print(f"excess density: formula {dn:.4e}, numerical "
      f"{excess_numeric:.4e} cm^-3")
print(f"quasi-Fermi splitting {v*np.log(n_b*p_b/ni**2):.3f} eV")
print(f"fixed sheets: outer {outer:.3e}, interface {inter:.3e}, "
      f"total {total:.3e} cm^-2")
print(f"semiconductor surface field {F_s*1e-6:.4f} MV/cm, oxide field "
      f"{q*outer/eps_ox*1e-6:.4f} MV/cm")
print(f"electron sheet: dark {dark_electrons:.2e}, light "
      f"{electron_sheet:.3e} cm^-2")
print("DARK -> LIGHT")
print(f"band bending {psi_d:.4f} -> {psi_l:.4f} V")
print(f"photovoltage: full Poisson {spv:.4f} V, Lambert formula "
      f"{lambert_spv(n_b):.4f} V, W = {W:.3f}")
print(f"slope dV/dln(n_b): numerical {1e3*slope_numeric:.2f} mV, "
      f"formula {1e3*v*W/(1+W):.2f} mV")
print(f"bulk E_F-E_v {fermi_bulk:.4f} eV; apparent at interface "
      f"{fermi_bulk+psi_d:.4f} -> {fermi_bulk+psi_l:.4f} eV")
print(f"semiconductor core binding energy {od[0]:.4f} -> {ol[0]:.4f} eV")
print(f"oxide core binding energy {od[1]:.4f} -> {ol[1]:.4f} eV")
print(f"offset from mean levels {od[2]:.4f} -> {ol[2]:.4f} eV, "
      f"change {1e3*(ol[2]-od[2]):.2f} meV")
print(f"offset from line peaks {od[3]:.4f} -> {ol[3]:.4f} eV, "
      f"change {1e3*(ol[3]-od[3]):.2f} meV")
print(f"predicted offset change {1e3*(pred_l-pred_d):.2f} meV, "
      f"bound {1e3*F_s*lam_sc:.1f} meV")
print(f"static bias: oxide field {1e3*q*outer*height/eps_ox:.2f} meV, "
      f"dark semiconductor field "
      f"{1e3*sampled_drop(psi_d, N+n0, n0):.2f} meV")
print(f"mean emission height above interface {height/nm:.3f} nm")

print("FLUX SERIES")
for f in (1e9, 1e10, 1e11, 1e12):
    ne = n0 + excess(f)
    phi = solve_stack(N + ne, ne, outer, inter)
    obs = observe(phi)
    assert abs(psi_d - phi[i0] - lambert_spv(ne)) < 5e-4
    assert abs(obs[2] - od[2]) < F_s * lam_sc
    print(f"flux {f:.0e} cm^-2 s^-1: photovoltage {psi_d-phi[i0]:.4f} V, "
          f"offset change {1e3*(obs[2]-od[2]):.2f} meV")

print("RECHARGING AND DOPING TYPE")
captured, added = 2e11, 5e11
trap = solve_stack(p_b, n_b, outer, inter - captured)
ot = observe(trap)
assert abs(ot[2] - predicted_offset(total - captured, outer,
                                    p_b, n_b)) < 2e-4
assert abs((trap[0] - trap[i0]) - (dark[0] - dark[i0])) < 1e-6
print(f"{captured:.0e} cm^-2 electrons caught at interface: bending "
      f"{trap[i0]:.4f} V, offset change from dark "
      f"{1e3*(ot[2]-od[2]):.2f} meV")
charged = solve_stack(p_b, n_b, outer + added, inter)
oc = observe(charged)
assert abs(oc[2] - predicted_offset(total + added, outer + added,
                                    p_b, n_b)) < 3e-4
print(f"{added:.0e} cm^-2 positive charge added outside: bending "
      f"{charged[i0]:.4f} V, offset change from light "
      f"{1e3*(oc[2]-ol[2]):.2f} meV")
print(f"  of which oxide field {1e3*q*added*height/eps_ox:.2f} meV")
nd = solve_stack(n0, N + n0, -outer, -inter)
nl = solve_stack(n_b, p_b, -outer, -inter)
ond, onl = observe(nd), observe(nl)
assert onl[0] - ond[0] > 0.1 and abs(onl[2] - ond[2]) < 0.02
print(f"n-type, upward bending: semiconductor core shift "
      f"{onl[0]-ond[0]:+.4f} eV, offset change "
      f"{1e3*(onl[2]-ond[2]):+.2f} meV; p-type core shift "
      f"{ol[0]-od[0]:+.4f} eV")

# ---- sizes of neglected effects
airy = -ai_zeros(400)[0]
kT = C.k * T


def confinement_ratio(f_cm):
    """Quantum over classical sheet density in a triangular well, for six
    anisotropic valleys: (count, mass along z, in-plane mass)."""
    force = q * f_cm * 100
    quantum = classical = 0.0
    for g, mz, md in ((2, 0.92, 0.19), (4, 0.19, np.sqrt(0.92 * 0.19))):
        e1 = (C.hbar**2 * force**2 / (2 * mz * C.m_e))**(1 / 3)
        dos2 = g * md * C.m_e * kT / (np.pi * C.hbar**2)
        quantum += dos2 * np.sum(np.exp(-e1 * airy / kT))
        m3 = (mz * md**2)**(1 / 3) * C.m_e
        nc = 2 * g * (m3 * kT / (2 * np.pi * C.hbar**2))**1.5
        classical += nc * kT / force
    return quantum / classical


assert 0.9 < confinement_ratio(F_s / 30) < 1.0
ratio = confinement_ratio(F_s)
spv_quantum = lambert_spv(n_b * ratio)
n_s = n_b * np.exp(psi_l / v)
near = (z >= 0) & (z < 100 * nm)
rec = S * dn
drop_n = np.sum((vol * rec * v / (D_n * n_b * np.exp(light / v)))[near])
drop_p = np.sum((vol * rec * v / (D_p * p_b * np.exp(-light / v)))[near])
assert max(drop_n, drop_p) < 1e-3
print("NEGLECTED EFFECTS")
print(f"confinement: sheet ratio {ratio:.3f}, photovoltage would be "
      f"{spv_quantum:.4f} V (surface field used throughout the well)")
print(f"interface electrons {n_s:.2e} cm^-3, degeneracy shift "
      f"{1e3*v*n_s/(2**1.5*Nc):.3f} mV")
print(f"quasi-Fermi drops: electrons {1e6*drop_n:.2f} uV, holes "
      f"{1e6*drop_p:.2f} uV; injection ratio {dn/N:.1e}")
gap_cm = 1.0
print(f"external field over {gap_cm:.0f} cm: offset change "
      f"{1e9*eps0*spv/gap_cm*height/eps_ox:.2f} neV")
yield_e, barrier, m_t = 0.05, 1.5, 0.2
emitted = flux * yield_e
wait = 0.010 * eps_ox / (q * height) / emitted
print(f"emission yield {yield_e:.2f}: {emitted:.1e} electrons cm^-2 s^-1; "
      f"without leakage 10 meV oxide shift after {wait:.0f} s")
kappa = np.sqrt(2 * m_t * C.m_e * barrier * q) / C.hbar
trans = np.exp(-2 * kappa * t_ox / 100)
speed = 100 * np.sqrt(8 * kT / (np.pi * 0.3 * C.m_e))
print(f"tunnelling (barrier {barrier:.1f} eV, mass {m_t:.1f}): factor "
      f"{trans:.1e}, upper supply {n_s*speed/4*trans:.1e} cm^-2 s^-1")
T2 = 350.0
v2 = C.k * T2 / q
n02 = Nc * Nv * (T2 / T)**3 * np.exp(-gap / v2) / N
hot = (surface_potential(total, N + n02, n02, v2)
       - surface_potential(total, N + n02 + dn, n02 + dn, v2))
print(f"same charge and excess density at {T2:.0f} K: photovoltage "
      f"{hot:.4f} V")
print("no test failed")
```

Printed output:

```
INPUTS (round model values)
temperature 300 K, kT/q 25.852 mV, gap 1.12 eV
acceptors 1.0e+17, Nc 3.0e+19, Nv 2.0e+19 cm^-3
relative permittivity: semiconductor 11.7, oxide 20.0
oxide 3.0 nm; escape lengths: semiconductor 3.0 nm, oxide 2.0 nm
core level below own valence edge: semiconductor 99.0 eV, oxide 14.0 eV; true offset 3.00 eV
x-ray flux 1.0e+11 cm^-2 s^-1, photon 1486.6 eV, pair energy 3.6 eV, absorption length 8.0 um
D_n 20, D_p 10 cm2/s; lifetime 10 us; surface recombination 1000 cm/s
CARRIERS AND CHARGE
intrinsic density 9.583e+09, dark minority density 9.183e+02 cm^-3
pair rate 4.129e+13 cm^-2 s^-1, diffusion length 141.4 um
excess density: formula 1.6189e+10, numerical 1.6189e+10 cm^-3
quasi-Fermi splitting 0.431 eV
fixed sheets: outer 2.000e+12, interface -1.138e+12, total 8.617e+11 cm^-2
semiconductor surface field 0.1333 MV/cm, oxide field 0.1810 MV/cm
electron sheet: dark 2.19e+06, light 1.253e+11 cm^-2
DARK -> LIGHT
band bending 0.6000 -> 0.4497 V
photovoltage: full Poisson 0.1503 V, Lambert formula 0.1503 V, W = 5.813
slope dV/dln(n_b): numerical 22.06 mV, formula 22.06 mV
bulk E_F-E_v 0.1370 eV; apparent at interface 0.7370 -> 0.5867 eV
semiconductor core binding energy 99.6984 -> 99.5514 eV
oxide core binding energy 17.7707 -> 17.6204 eV
offset from mean levels 3.0723 -> 3.0690 eV, change -3.31 meV
offset from line peaks 3.0720 -> 3.0688 eV, change -3.21 meV
predicted offset change -3.31 meV, bound 40.0 meV
static bias: oxide field 33.69 meV, dark semiconductor field 38.59 meV
mean emission height above interface 1.862 nm
FLUX SERIES
flux 1e+09 cm^-2 s^-1: photovoltage 0.0565 V, offset change -1.22 meV
flux 1e+10 cm^-2 s^-1: photovoltage 0.1010 V, offset change -2.20 meV
flux 1e+11 cm^-2 s^-1: photovoltage 0.1503 V, offset change -3.31 meV
flux 1e+12 cm^-2 s^-1: photovoltage 0.2021 V, offset change -4.51 meV
RECHARGING AND DOPING TYPE
2e+11 cm^-2 electrons caught at interface: bending 0.3598 V, offset change from dark -9.39 meV
5e+11 cm^-2 positive charge added outside: bending 0.4977 V, offset change from light 17.79 meV
  of which oxide field 8.42 meV
n-type, upward bending: semiconductor core shift +0.1470 eV, offset change +3.31 meV; p-type core shift -0.1470 eV
NEGLECTED EFFECTS
confinement: sheet ratio 0.384, photovoltage would be 0.1294 V (surface field used throughout the well)
interface electrons 5.81e+17 cm^-3, degeneracy shift 0.177 mV
quasi-Fermi drops: electrons 3.54 uV, holes 3.24 uV; injection ratio 1.6e-07
external field over 1 cm: offset change 1.40 neV
emission yield 0.05: 5.0e+09 electrons cm^-2 s^-1; without leakage 10 meV oxide shift after 119 s
tunnelling (barrier 1.5 eV, mass 0.2): factor 4.9e-08, upper supply 1.4e+17 cm^-2 s^-1
same charge and excess density at 350 K: photovoltage 0.0973 V
no test failed
```
